# The Voigt Profile: Faddeeva Form, Core, Wings and Crossover Detuning

**Problem.** A gas of two-level atoms of mass \(M\) at temperature \(T\) has a resonance at angular frequency \(\omega_0\). The upper level decays at rate \(\Gamma\) to a stable lower level, and the probing light is weak. Three assumptions fix the model.

- The velocities are Maxwellian, and the Doppler shift is taken to first order, \(kv\) with \(k=\omega_0/c\).
- Collisions occur at random times with rate \(\nu\). Each adds a phase \(\varphi\) to the dipole, drawn independently from a distribution symmetric about zero.
- Collisions do not change the velocity, and their rate and phases do not depend on it.

Let \(\delta=\omega-\omega_0\). The line shape \(V(\delta)\) has unit area in \(\delta\), so its unit is s.

The numerical example is a model atom with round parameters: mass 100 u, wavelength 500 nm, \(T=400\) K, \(\Gamma=4\times10^7\) s⁻¹, and \(\nu=3\times10^7\) s⁻¹ with fully random phases, \(\langle\cos\varphi\rangle=0\).

## (a) Find the dipole correlation function and write \(V(\delta)\) as a time integral.

**Solution.** In the frame rotating at \(\omega_0\), an atom with velocity \(v\) along the line of sight has the dipole factor

\[
e^{-\Gamma t/2}\,e^{-ikvt}\,e^{i(\varphi_1+\dots+\varphi_n)}
\]

after \(n\) collisions. The coherence decays at \(\Gamma/2\) because it is proportional to the upper-state amplitude, whose square decays at \(\Gamma\).

The number of collisions is Poisson distributed. Since the phases are independent and \(\langle\sin\varphi\rangle=0\) by symmetry, the collisional average is

\[
\sum_{n=0}^\infty e^{-\nu t}\frac{(\nu t)^n}{n!}\langle\cos\varphi\rangle^n
=e^{-\nu t(1-\langle\cos\varphi\rangle)} .
\]

The velocity component is Gaussian with variance \(k_BT/M\), so

\[
\langle e^{-ikvt}\rangle=e^{-\sigma^2t^2/2},\qquad
\sigma=\frac{\omega_0}{c}\sqrt{\frac{k_BT}{M}} .
\]

Velocity and collisions are independent, so the averages multiply:

\[
C(t)=e^{-\gamma t-\sigma^2t^2/2},\qquad
\gamma=\frac{\Gamma}{2}+\nu(1-\langle\cos\varphi\rangle).
\]

The weak-field spectrum is proportional to the real part of the one-sided Fourier transform of \(C\). With unit area,

\[
V(\delta)=\frac1\pi\,\mathrm{Re}\int_0^\infty e^{i\delta t}\,e^{-\gamma t-\sigma^2t^2/2}\,dt .
\tag{1}
\]

The prefactor is right because (1) equals \((1/2\pi)\int_{-\infty}^{\infty}e^{i\delta t}C(|t|)\,dt\), whose integral over \(\delta\) is \(C(0)=1\).

For \(\sigma=0\) the integral gives \(\mathrm{Re}\,[\pi(\gamma-i\delta)]^{-1}\), the Lorentzian

\[
\mathcal L(\delta)=\frac{\gamma/\pi}{\delta^2+\gamma^2},
\]

so \(\gamma\) is its half width at half maximum. If the velocity average is done last, (1) becomes the average of \(\mathcal L(\delta-kv)\), the convolution of a Lorentzian with a Gaussian.

In the example the rms velocity component is 182.37 m/s, and

\[
\sigma=\frac{2\pi}{500\times10^{-9}\,\mathrm m}\,(182.37\ \mathrm{m/s})=2.292\times10^9\ \mathrm{rad/s},
\]
\[
\gamma=(2+3)\times10^7=5\times10^7\ \mathrm{rad/s}.
\]

Collisions that change the velocity while leaving part of the phase intact, \(\langle\cos\varphi\rangle\neq0\), would spoil the factor \(e^{-\sigma^2t^2/2}\); for \(\langle\cos\varphi\rangle>0\) they slow the Doppler dephasing (Dicke narrowing). For fully random phases independent of the velocity change, as in the example, only the collision-free term \(n=0\) survives the average, so a change of velocity at the collision has no effect on \(C(t)\). Instantaneous phase jumps also require \(|\delta|\) to be small compared with the inverse duration of a collision, since detuning \(\delta\) resolves times of order \(1/|\delta|\).

## (b) Express \(V\) through the Faddeeva function \(w(z)=e^{-z^2}\operatorname{erfc}(-iz)\).

**Solution.** Define

\[
x=\frac{\delta}{\sqrt2\,\sigma},\qquad a=\frac{\gamma}{\sqrt2\,\sigma},\qquad z=x+ia,
\]

and substitute \(t=s/(\sqrt2\sigma)\) in (1). Then \(\sigma^2t^2/2=s^2/4\) and \(i\delta t-\gamma t=ixs-as=izs\), so

\[
V=\frac{1}{\sqrt2\,\pi\sigma}\,\mathrm{Re}\int_0^\infty e^{-s^2/4+izs}\,ds .
\]

Complete the square: \(-s^2/4+izs=-(s/2-iz)^2-z^2\). With \(u=s/2-iz\) and \(ds=2\,du\),

\[
\int_0^\infty e^{-s^2/4+izs}ds
=2e^{-z^2}\int_{-iz}^{\infty-iz}e^{-u^2}du
=\sqrt\pi\,e^{-z^2}\operatorname{erfc}(-iz).
\]

The upper end may be moved to real infinity because \(e^{-u^2}\) is entire and vanishes on the short segment joining the two ends. Hence

\[
w(z)=\frac1{\sqrt\pi}\int_0^\infty e^{-s^2/4+izs}ds,\qquad
\boxed{V(\delta)=\frac{\mathrm{Re}\,w(z)}{\sigma\sqrt{2\pi}}}
\tag{2}
\]

The Voigt profile is thus the real part of the Faddeeva function, up to a normalising prefactor. Write \(H(a,x)=\mathrm{Re}\,w(x+ia)\) for the dimensionless shape.

In the example \(a=5\times10^7/(\sqrt2\times2.292\times10^9)=0.01543\). The computed \(H(a,0)=0.9828\) lowers the pure Doppler peak \(1/(\sigma\sqrt{2\pi})=1.741\times10^{-10}\) s to \(V(0)=1.711\times10^{-10}\) s.

## (c) Expand \(H\) for small \(a\) through order \(a^2\), and bound the error. Where does the Lorentzian broadening lower the profile, and where does it raise it?

**Solution.** The real part of (2) is

\[
H=\frac1{\sqrt\pi}\int_0^\infty e^{-s^2/4}e^{-as}\cos(xs)\,ds .
\]

For \(as\ge0\), Taylor's theorem gives \(e^{-as}=1-as+\tfrac12a^2s^2-r\) with \(0\le r\le a^3s^3/6\). The integrals needed are

\[
I_n(x)=\frac1{\sqrt\pi}\int_0^\infty s^n e^{-s^2/4}\cos(xs)\,ds .
\]

*Order zero.* Differentiate \(I_0\) and integrate by parts, using \(s\,e^{-s^2/4}=-2\,\frac{d}{ds}e^{-s^2/4}\). This gives \(I_0'=-2xI_0\). Since \(I_0(0)=1\), \(I_0=e^{-x^2}\).

*Order two.* Two derivatives of the cosine give \(I_2=-I_0''=(2-4x^2)e^{-x^2}\).

*Order one.* Let \(J=\pi^{-1/2}\int_0^\infty e^{-s^2/4}\sin(xs)\,ds\), so that \(I_1=J'\). The same integration by parts now leaves a boundary term at \(s=0\):

\[
J'=\frac{2}{\sqrt\pi}-2xJ,\qquad J(0)=0 .
\]

Dawson's function \(D(x)=e^{-x^2}\int_0^xe^{t^2}dt\) obeys \(D'=1-2xD\) and \(D(0)=0\). Therefore \(J=2D/\sqrt\pi\) and \(I_1=(2/\sqrt\pi)(1-2xD)\).

Collecting \(I_0-aI_1+\tfrac12a^2I_2\),

\[
\boxed{H=e^{-x^2}-\frac{2a}{\sqrt\pi}\,[1-2xD(x)]+a^2(1-2x^2)e^{-x^2}+R}
\tag{3}
\]

Since \(\int_0^\infty s^3e^{-s^2/4}ds=8\), the remainder satisfies

\[
|R|\le\frac{a^3}{6\sqrt\pi}\times8=\frac{4a^3}{3\sqrt\pi}
\]

for every real \(x\). This is an absolute bound; it secures a small relative error only where \(H\) is much larger than \(a^3\).

The linear term is \(-(2a/\sqrt\pi)D'(x)\). Its area vanishes because \(D\to0\) at both ends, so to this order the broadening moves strength without creating any. To find its sign for \(x\ge0\), consider

\[
G(x)=e^{x^2}(2xD-1).
\]

Its derivative is

\[
G'=e^{x^2}\left[2x(2xD-1)+2D+2xD'\right]=2D\,e^{x^2},
\tag{4}
\]

because \(D'=-(2xD-1)\) cancels the first term. Thus \(G\) rises steadily from \(G(0)=-1\). It grows without limit, since \(De^{x^2}=\int_0^xe^{t^2}dt\ge x\). It therefore has one zero, found numerically at \(x=0.924\), or \(|\delta|=1.31\,\sigma\). To first order in \(a\), the profile is lowered inside this detuning and raised outside it.

In the example, the centre is \(1-2a/\sqrt\pi+a^2=1-0.01741+0.00024=0.9828\), as computed from the full function. At \(\delta=3\sigma\) the Gaussian alone gives 0.01111 against the full 0.01421, which is 22% too low. With the linear term it gives 0.01423, within 0.2%.

## (d) Expand the profile in the far wing at fixed \(a>0\). Why does no Gaussian appear?

**Solution.** For \(\mathrm{Im}\,z>0\), \(\int_0^\infty e^{i(z-t)s}ds=i/(z-t)\). Writing \(e^{-s^2/4}=\pi^{-1/2}\int_{-\infty}^{\infty} e^{-t^2-its}dt\) in (2) and doing the \(s\) integral first gives

\[
w(z)=\frac i\pi\int_{-\infty}^{\infty}\frac{e^{-t^2}}{z-t}\,dt .
\]

Insert the finite geometric sum

\[
\frac1{z-t}=\sum_{k=0}^{2N-1}\frac{t^k}{z^{k+1}}+\frac{t^{2N}}{z^{2N}(z-t)} .
\]

Odd powers of \(t\) integrate to zero, and \(\int t^{2n}e^{-t^2}dt=\Gamma(n+\tfrac12)\), where \(\Gamma(\cdot)\) with an argument is the gamma function. Its first values are \(\sqrt\pi,\ \sqrt\pi/2,\ 3\sqrt\pi/4\). Thus

\[
w=\frac{i}{\sqrt\pi}\left[\frac1z+\frac1{2z^3}+\frac3{4z^5}+\dots\right]+R_N,\qquad
|R_N|\le\frac{\Gamma(N+\frac12)}{\pi a|z|^{2N}},
\]

with \(N\) terms in the bracket. The bound uses \(|z-t|\ge a\) for real \(t\).

The real parts follow from \(1/z=(x-ia)/(x^2+a^2)\) and \((x-ia)^3=x^3-3iax^2-3a^2x+ia^3\):

\[
\mathrm{Re}\,\frac iz=\frac{a}{x^2+a^2},\qquad
\mathrm{Re}\,\frac i{z^3}=\frac{3ax^2-a^3}{(x^2+a^2)^3}.
\]

At fixed \(a\), the third term has real part of order \(x^{-6}\), and the bound shows that \(R_3\) is at most of that order. With \(x^2+a^2=(\delta^2+\gamma^2)/(2\sigma^2)\) and the prefactor of (2),

\[
\boxed{V=\frac{\gamma/\pi}{\delta^2+\gamma^2}\left[1+\frac{\sigma^2(3\delta^2-\gamma^2)}{(\delta^2+\gamma^2)^2}+O(\delta^{-4})\right]}
\tag{5}
\]

The correction equals \(\tfrac12\sigma^2\mathcal L''\). The Lorentzian is convex in its wing, so averaging it over Doppler shifts of variance \(\sigma^2\) raises it.

Each real term of the series vanishes as \(a\to0\) at fixed \(x\ne0\), whereas \(H\to e^{-x^2}\) by (3). The Gaussian must then sit in the remainder, whose bound grows as \(1/a\). For fixed \(a\) it falls faster than any inverse power of \(x\), so the expansion does not register it. For small \(a\), (5) is therefore useful only where the Gaussian is already negligible.

In the example at \(\delta=10\sigma\), the Lorentzian is 3.1% below the full profile, in line with the correction \(3\sigma^2/\delta^2=3\%\). The two-term form is 0.16% below. At \(4\sigma\) the two-term form gives \(H=1.29\times10^{-3}\) against the full \(1.75\times10^{-3}\), a deficit of 26%. The missing Gaussian, \(3.4\times10^{-4}\), accounts for most of it.

## (e) For \(a\ll1\), find the detuning at which the leading Gaussian and Lorentzian forms are equal.

**Solution.** A region where both are visible is described by (3) at large \(x\). Put \(f(s)=s\,e^{-s^2/4}=s-s^3/4+\dots\), so \(f'(0)=1\) and \(f'''(0)=-\tfrac32\). Repeated integration by parts gives

\[
\int_0^\infty f\cos(xs)\,ds=-\frac{f'(0)}{x^2}+\frac{f'''(0)}{x^4}+O(x^{-6})
=-\frac1{x^2}-\frac3{2x^4}+O(x^{-6}).
\]

This integral is \(\sqrt\pi I_1\), and it enters \(H\) with the factor \(-a/\sqrt\pi\):

\[
H\simeq e^{-x^2}+\frac{a}{\sqrt\pi\,x^2}\left[1+\frac3{2x^2}+\dots\right].
\tag{6}
\]

The omitted \(a^2\) term is smaller than the Gaussian by about \(2a^2x^2\), which must be small.

Let \(y=x^2\). Equality of the leading terms requires

\[
ye^{-y}=\frac a{\sqrt\pi}\quad\Longleftrightarrow\quad(-y)e^{-y}=-\frac a{\sqrt\pi}.
\]

The Lambert function \(W\) solves \(We^W=q\), so \(y=-W(-a/\sqrt\pi)\). The left side \(ye^{-y}\) has its maximum \(1/e\) at \(y=1\). For \(a<\sqrt\pi/e=0.652\) there are thus two roots. The one with \(y<1\) is spurious, because the inverse-square tail does not hold near the centre. The outer root is the branch \(W_{-1}\):

\[
\boxed{\delta_c=\sqrt2\,\sigma\sqrt{-W_{-1}\!\left(-\frac{a}{\sqrt\pi}\right)}}
\tag{7}
\]

For \(a>0.652\) these asymptotes do not cross, but (7) loses its meaning earlier, since it presumes \(y\gg1\).

Taking logarithms gives \(y=L+\ln y\) with \(L=\ln(\sqrt\pi/a)\), hence \(y\approx L+\ln L\) for very small \(a\). In the example \(L=4.744\), and this estimate gives 6.30, while the Lambert root is \(y_c=6.637\). Then

\[
\delta_c=\sqrt{2\times6.637}\,\sigma=3.643\,\sigma=8.35\times10^9\ \mathrm{rad/s},
\]

or \(\delta_c/2\pi=1.33\) GHz. The profile there is 0.32% of its peak.

The dependence on \(a\) is weak: lowering \(a\) from \(10^{-1}\) to \(10^{-6}\) moves \(\delta_c\) from \(2.95\,\sigma\) to \(5.87\,\sigma\).

## (f) Define the crossover instead by \(H=2e^{-x^2}\), where the full profile is twice the pure Doppler one. How far is this from \(\delta_c\)?

**Solution.** To first order in \(a\), (3) turns the condition into

\[
\frac{2a}{\sqrt\pi}(2xD-1)=e^{-x^2}
\quad\Longleftrightarrow\quad
G(x)=\frac{\sqrt\pi}{2a}.
\]

By (4), \(G\) increases from \(-1\) without limit, so there is one positive root.

For large \(y\), (6) gives \(y=L+\ln y-\ln[1+3/(2y)+\dots]\). Set \(y=y_c-\eta\) and subtract \(y_c=L+\ln y_c\). To first order in \(\eta\),

\[
\eta\left(1-\frac1{y_c}\right)\simeq\frac3{2y_c},
\qquad\text{so}\qquad \eta\simeq\frac{3}{2y_c}
\]

at leading order in \(1/y_c\). For small \(a\), where \(y_c\) is large, the doubling point lies inside \(\delta_c\) because the true tail exceeds its leading term.

In the example the full profile gives \(y=6.202\), so \(\eta=6.637-6.202=0.435\), about twice the leading estimate \(1.5/6.637=0.226\). The small-\(a\) expansion is not at fault: the first-order equation with the full \(D\) gives \(y=6.198\). The discrepancy comes from cutting off the expansion in \(1/y\), which is not yet accurate at \(y\approx6\).

The doubling detuning is \(3.52\,\sigma=8.07\times10^9\) rad/s, or 1.28 GHz after division by \(2\pi\). Formula (7) is 3.4% higher than this. The numerical check finds the doubling point directly from the Faddeeva function and confirms the approach to \(\eta=3/(2y_c)\) at much smaller \(a\).

## Computed values

```
Largest relative identity error: 5.9e-14
Mass: 100 u; wavelength: 500 nm
Temperature: 400 K
Population decay rate: 4.00e+07 s^-1
Phase-randomising collision rate: 3.00e+07 s^-1
omega0: 3.76730e+15 rad/s
One-component rms speed: 182.367 m/s
sigma: 2.29170e+09 rad/s; gamma: 5.00000e+07 rad/s
a (dimensionless): 0.015428
Peak V(0): 1.71092e-10 s
Pure Doppler peak: 1.74082e-10 s
H(a,0): 0.982827 (dimensionless)
Linear term vanishes at x = 0.92414
Largest a with crossing asymptotes: 0.65205
Core, all dimensionless:
delta/sigma   H exact       Gaussian      first order
    0   9.828271e-01  1.000000e+00  9.825918e-01
    1   6.017402e-01  6.065307e-01  6.017396e-01
    2   1.401135e-01  1.353353e-01  1.402092e-01
    3   1.421252e-02  1.110900e-02  1.423377e-02
    4   1.754431e-03  3.354626e-04  1.755711e-03
Wing, all dimensionless:
delta/sigma   H exact       Lorentzian    two-term wing
    3   1.421252e-02  1.934139e-03  2.578772e-03
    4   1.754431e-03  1.087978e-03  1.291960e-03
    5   8.084404e-04  6.963135e-04  7.798674e-04
    6   5.309606e-04  4.835539e-04  5.238488e-04
   10   1.795845e-04  1.740809e-04  1.793032e-04
   20   4.385093e-05  4.352037e-05  4.384677e-05
L = ln(sqrt(pi)/a): 4.74396; L + ln L: 6.30084
x^2 at leading crossover: 6.63656
x^2 where H = 2 exp(-x^2): 6.20181
x^2 from first-order doubling: 6.19821
Leading crossover: 8.34917e+09 rad/s
Leading crossover/(2 pi): 1.3288 GHz
Leading crossover/sigma: 3.6432
Doubling detuning: 8.07107e+09 rad/s
Doubling detuning/(2 pi): 1.2846 GHz
Doubling detuning/sigma: 3.5219
H at leading crossover / H(a,0): 3.20783e-03
Crossover detuning/sigma against a:
a          leading    doubling
1e-01    2.9474     2.7445
1e-02    3.7799     3.6756
1e-03    4.4177     4.3648
1e-04    4.9581     4.9250
1e-06    5.8711     5.8532
```
